# Zero-temperature energy of a metallic slab from two smeared energies

## Problem

The total energy of a thin metallic film is computed with a slab model. To make the sum over k points converge faster, the sharp step in the occupations at the Fermi level is replaced by a smooth one of width \(s\), an energy. For Fermi-Dirac smearing \(s=k_BT\); for Gaussian smearing \(s\) is the width of the Gaussian. The calculation yields two energies per surface cell: the internal energy \(E\) and the free energy

\[
F=E-sS ,
\]

where \(S\) is the dimensionless entropy of the occupations. The results are

\[
E=-100.00\ \text{eV},\qquad F=-100.04\ \text{eV}.
\]

The wanted quantity is \(E_0\), the energy with sharp occupations, at the same atomic positions and electron number. What is its leading estimate, and what must be true of the slab for that estimate to hold?

Three assumptions are made. The smearing is of Fermi-Dirac or Gaussian type. The density of states \(D(\varepsilon)\), counted per cell with both spins, is non-zero at the Fermi level and smooth there on the scale of \(s\). The k mesh is fine enough for sums over states to be replaced by integrals.

## First estimate by scaling

The smeared occupations minimize \(E-sS\) at fixed electron number. The sharp occupations are also allowed in this minimization, and they have \(S=0\), so \(F\le E_0\). On the other hand \(E_0\) is the lowest internal energy, so \(E_0\le E\). Together,

\[
-100.04\ \text{eV}\le E_0\le -100.00\ \text{eV}.
\]

Smearing affects states within about \(s\) of the Fermi level. There are about \(Ds\) of them, and the electrons promoted among them gain an energy of about \(s\) each. Hence

\[
E-E_0\sim Ds^2 .
\]

Each partly filled state contributes an entropy of order one, so \(S\sim Ds\) and

\[
E-F=sS\sim Ds^2 .
\]

Both differences therefore grow as the square of the width. Scaling gives this exponent and the size of the effect, but not the numerical factors, so it does not yet say where between \(F\) and \(E\) the energy \(E_0\) lies.

## Exact solution to leading order

### The slope of the free energy

Let \(f_i\) be the occupation of level \(i\), with energy \(\varepsilon_i\). Minimizing \(E-sS\) at fixed \(N=\sum_i f_i\), with the chemical potential \(\mu\) as multiplier, gives

\[
\frac{\partial E}{\partial f_i}-s\frac{\partial S}{\partial f_i}=\mu .
\]

When \(s\) changes, \(F\) changes through its explicit factor \(s\) and through the occupations:

\[
\frac{dF}{ds}=-S+\sum_i\left(\frac{\partial E}{\partial f_i}-s\frac{\partial S}{\partial f_i}\right)\frac{df_i}{ds}
=-S+\mu\frac{dN}{ds}=-S ,
\]

because \(N\) is fixed. In a self-consistent calculation the orbitals change too, but the energy is stationary with respect to them, so they add nothing. Substituting \(S=-dF/ds\) in \(E=F+sS\) gives

\[
E=F-s\frac{dF}{ds}. \tag{1}
\]

The internal energy thus follows from the way \(F\) depends on the width.

### The quadratic law

Take independent levels first. The occupation is \(f(x)\) with \(x=(\varepsilon-\mu)/s\), and its broadening function is \(\delta(x)=-df/dx\). This is even in \(x\) and has unit area. Let \(N_0(\mu)\) be the number of states below \(\mu\), so that \(N_0'=D\). Integration by parts turns the electron number into an average of the sharp result:

\[
N(\mu,s)=\int D(\varepsilon)\,f\!\left(\frac{\varepsilon-\mu}{s}\right)d\varepsilon
=\int N_0(\mu+sx)\,\delta(x)\,dx .
\]

The grand potential \(\Omega=E-sS-\mu N\) obeys \(\partial\Omega/\partial\mu=-N\), again because the occupations are stationary. Its sharp counterpart obeys \(\Omega_0'=-N_0\). Both vanish when \(\mu\) lies far below all bands, so integration over \(\mu\) gives

\[
\Omega(\mu,s)=\int\Omega_0(\mu+sx)\,\delta(x)\,dx .
\]

Now expand \(\Omega_0\) about \(\mu\). The odd terms vanish because \(\delta\) is even. With \(\Omega_0''=-D\) and the second moment \(m_2=\int x^2\delta(x)\,dx\),

\[
\Omega(\mu,s)=\Omega_0(\mu)-\frac{m_2}{2}D(\mu)s^2+O(s^4). \tag{2}
\]

The electron number is fixed, not \(\mu\), so the chemical potential moves from its sharp value \(\mu_0\) to \(\mu_0+\eta\). The expansion of \(N\) shows by how much:

\[
0=D\eta+\frac{m_2}{2}D's^2+\dots
\quad\Rightarrow\quad
\eta=-\frac{m_2D'}{2D}s^2+\dots
\]

Here \(D\) and \(D'\) are taken at \(\mu_0\). In \(F=\Omega+\mu N\), the term \(-N\eta\) from \(\Omega_0(\mu_0+\eta)\) cancels the term \(+N\eta\) from \(\mu N\). What is left of the shift is proportional to \(\eta^2\) or \(s^2\eta\), and both are of order \(s^4\). Since \(E_0=\Omega_0(\mu_0)+\mu_0N\),

\[
F=E_0-as^2+O(s^4),\qquad a=\frac{m_2}{2}D(\mu_0). \tag{3}
\]

For Gaussian smearing \(\delta=e^{-x^2}/\sqrt\pi\) and \(m_2=1/2\). For Fermi-Dirac smearing, integration by parts and a geometric series give

\[
m_2=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}
=\frac{\pi^2}{3}.
\]

Self-consistency keeps this form. Let \(q\) stand for the quantities that adjust themselves, such as the potential, and write the free energy before adjustment as \(G(q,s)=G_0(q)-s^2g(q)+O(s^4)\). It is stationary in \(q\). If \(G_0\) is stationary at \(q_0\), with non-zero curvature there, the solution moves away from \(q_0\) by an amount of order \(s^2\). That changes \(G_0\) at order \(s^4\), so \(F=G_0(q_0)-s^2g(q_0)+O(s^4)\).

This was tested on two bands, one of which is shifted by its own filling. The width was doubled from 0.05 to 0.10 eV for Fermi-Dirac smearing and from 0.1 to 0.2 eV for Gaussian smearing. The error of \((E+F)/2\) grew by a factor of 16.01 in both cases, as a fourth-order error should.

### The estimate

From (3), \(s\,dF/ds=-2as^2+O(s^4)\). Equation (1) then gives

\[
E=E_0-as^2+2as^2+O(s^4)=E_0+as^2+O(s^4).
\]

The internal energy lies as far above \(E_0\) as the free energy lies below it. Adding the two energies removes the quadratic term:

\[
E_0=\frac{E+F}{2}+O(s^4). \tag{4}
\]

For the given slab,

\[
E_0\simeq\frac{-100.00-100.04}{2}\ \text{eV}=-100.02\ \text{eV}.
\]

Neither \(s\) nor \(D\) is needed. If each given energy is rounded to 0.01 eV, each may be off by 0.005 eV, and so may their average.

## Comparison of the two

The variational bounds put \(E_0\) inside a window of 0.04 eV, and scaling gave the exponent; the full solution puts \(E_0\) at the middle. The quadratic exponent fixes this position through equation (1), while the factor \(m_2/2\) drops out. That factor matters when the shift is to be predicted from the density of states, and an example shows how much.

Consider a five-layer Al(111) film, modelled as free electrons between hard walls. The lattice constant is roughly 0.405 nm and each atom gives three electrons. The walls are set slightly outside the film, 1.304 nm apart, to keep the interior density near that of the bulk. Motion across the film is quantized, and each level carries a two-dimensional subband with a constant density of states. Seven subbands are occupied, and together they give \(D=2.077\) states/eV per cell.

The width is chosen to reproduce \(E-F=0.04\) eV, which requires \(k_BT=0.0765\) eV. A constant is added to make \(E=-100.00\) eV. Scaling and the full coefficient then give

\[
Ds^2=2.077\times(0.0765)^2\ \text{eV}=0.012\ \text{eV},
\]

\[
as^2=\frac{\pi^2}{6}Ds^2=0.020\ \text{eV}.
\]

The scaling estimate has the right size but is too small by the factor \(\pi^2/6\simeq1.64\). The energy \(E_0\) was not adjusted. Filling the subbands sharply gives \(-100.02000\) eV, and the average differs from this by only \(-2.4\times10^{-7}\) eV.

### Why the average is so good here, and when it is worse

In this film \(D\) is constant around the Fermi level, so the higher terms of the expansion vanish. What remains comes from the nearest subband edge, 0.808 eV away, or 10.6 times \(k_BT\).

The effect of an edge can be estimated for Fermi-Dirac smearing; Gaussian smearing has a faster-falling tail, and the formula below does not apply to it. Let an empty subband with density of states \(D_1\) begin at a distance \(d\) above the Fermi level. For \(d\gg s\) it adds to the free energy

\[
\Delta F=-sD_1\int_d^\infty\ln\!\left(1+e^{-u/s}\right)du\simeq-D_1s^2e^{-d/s}.
\]

By (1), the average of \(E\) and \(F\) equals \(F-\tfrac12 s\,dF/ds\). Since \(s\,d(\Delta F)/ds=(2+d/s)\Delta F\), the average is changed by

\[
\Delta F-\frac12\left(2+\frac ds\right)\Delta F
=-\frac{d}{2s}\Delta F
\simeq\frac{d}{2s}D_1s^2e^{-d/s}.
\]

If the edge is instead the bottom of an occupied subband, at a distance \(d\) below the Fermi level, states are missing beyond the edge rather than added. The thermal term \(-s\ln(1+e^{-u/s})\) of those states must then be taken away, so \(\Delta F\) and the change of the average reverse their signs. This is the case in the five-layer film, where the formula gives \(-2.4\times10^{-7}\) eV, as found above.

A four-layer film has an empty subband that begins only 0.121 eV above its Fermi level. At the same \(k_BT\), \(d/s=1.58\), and one subband has \(D_1=2.077/7=0.297\) states/eV. The formula gives about 0.28 meV, although \(d\) is not much larger than \(s\). The full calculation gives 0.25 meV. This is a thousand times the five-layer error, yet still small beside this film's own quadratic shift, which is about 14 meV for its five occupied subbands.

## When the same two energies mean something else

Suppose that the leading term of the free energy has another power, \(F=E_0-cs^n\). Equation (1) gives

\[
E=E_0-cs^n+ncs^n=E_0+(n-1)cs^n .
\]

Multiplying \(F\) by \(n-1\) and adding \(E\) removes the term in \(c\):

\[
E_0=\frac{(n-1)F+E}{n}. \tag{5}
\]

For \(n=2\) this is the plain average.

**A degenerate level, \(n=1\).** Let one electron share two spin orbitals of equal energy. Each has occupation \(1/2\), so \(S=2\ln2\) at any temperature, while \(E\) does not change. The free energy is linear in \(s\), and (5) gives \(E_0=E\). With \(k_BT=0.0289\) eV this system also has \(E-F=0.04\) eV, but its zero-temperature energy is \(-100.00\) eV. The assumption that fails is the smooth density of states.

**First-order Methfessel-Paxton smearing, \(n=4\).** Its broadening function is

\[
\delta(x)=\left(\frac32-x^2\right)\frac{e^{-x^2}}{\sqrt\pi},
\qquad
m_2=\frac32\cdot\frac12-\frac34=0 .
\]

Equation (1) still holds, because its derivation needs only stationary occupations, not a minimum. The quadratic term is absent, and in general the leading one is of order \(s^4\). The correct combination is then \((3F+E)/4\), which would turn the given energies into \(-100.03\) eV. For independent levels the fourth moment \(m_4=-3/4\) gives \(F=E_0+D''s^4/32\) and \(E-F=-D''s^4/8\), so \(E>F\) requires \(D''<0\); for \(D''>0\) the order is \(E<E_0<F\), and the bounds found at the start do not hold. In the two-band model with \(s=0.4\) eV, the plain average is off by \(-8.0\times10^{-5}\) eV, while the weighted one agrees with \(E_0\) to rounding error. Such perfect agreement is special to this model: its densities of states are at most quadratic in energy, so the expansion has no terms beyond \(s^4\). In general an error of higher order remains.

The exponent can be found by repeating the calculation with half the width, since \(E-F=ncs^n\). If the leading term dominates, the difference of 0.04 eV falls to 0.01 eV for \(n=2\), but to 0.02 eV for \(n=1\).

## The real film

Unlike the model, real aluminium has a crystal potential and softer surface barriers. The model shows how large the effects are for free electrons at this density; it does not give the energies or the subband edges of a particular film. Its total energy of \(-100.00\) eV has an arbitrary zero.

The estimate also relies on the assumption of a fine k mesh. For the five-layer model at the same \(k_BT\), with meshes that include the point \(\mathbf k=0\), the average misses the converged \(E_0\) by 30 meV on a \(12\times12\) mesh, more than the whole smearing correction. The error is 1.7 meV on a \(24\times24\) mesh and below 0.1 meV in magnitude on a \(96\times96\) mesh. It does not fall steadily but oscillates in size and sign: it is 1.8 meV on \(13\times13\), 44 meV on \(14\times14\), \(-15\) meV on \(15\times15\) and 4.1 meV on \(25\times25\), so one small value does not show convergence. Formula (4) removes the leading effect of smearing; it does not repair poor sampling.

The width is a numerical device and not the growth temperature. Here it corresponds to 888 K, whereas thin aluminium films can be grown near room temperature. At 300 K the electrons of the model lower the free energy by 2.3 meV relative to \(E_0\), which agrees with the quadratic law: \(20\ \text{meV}\times(300/888)^2=2.3\) meV.

The correction also matters for surface energies. If \(F\) is used for the slab while the bulk reference is a zero-temperature energy, the error of 0.02 eV is shared by two faces of area 0.0710 nm²:

\[
\frac{0.02\ \text{eV}}{2\times0.0710\ \text{nm}^2}=0.14\ \text{eV/nm}^2 .
\]

The surface energy comes out too low by this amount. The numerical output below lists the values used here.

## Computed results

```
Given internal energy E: -100.00 eV
Given free energy F: -100.04 eV
E - F: 0.04 eV; half of it: 0.02 eV
Estimate (E+F)/2: -100.02 eV
Rounding uncertainty of estimate, at most: 0.005 eV
Two-band model, Fermi-Dirac: error ratio on doubling s: 16.01
Two-band model, Gaussian: error ratio on doubling s: 16.01
Methfessel-Paxton 1, s = 0.4 eV, error of (E+F)/2: -8.00e-05 eV
Methfessel-Paxton 1, s = 0.4 eV, error of (3F+E)/4: 3.55e-15 eV
Given data read with (3F+E)/4: -100.03 eV
Degenerate level: kT giving the same E - F: 0.0289 eV
Degenerate level: true zero-temperature energy: -100.00 eV
Slab: lattice constant 0.405 nm, layers 5, electrons 15
Slab: surface cell area 0.0710 nm^2, box width 1.304 nm
Slab: occupied subbands 7, Fermi level 11.646 eV above box bottom
Slab: distance to nearest subband edge: 0.808 eV
Slab: density of states at Fermi level: 2.077 states/eV per cell
Slab: smearing kT giving E - F as stated: 0.0765 eV
Slab: the same smearing as a temperature: 888 K
Slab: quadratic shift (pi^2/6) D (kT)^2: 0.02000 eV
Slab: true zero-temperature energy: -100.02000 eV
Slab: error of the average: -2.4e-07 eV
Four layers: subband edge 0.121 eV from Fermi level
Four layers: error of the average at same kT: 0.248 meV
k mesh 12 x 12: error of the average: 30.36 meV
k mesh 24 x 24: error of the average: 1.66 meV
k mesh 48 x 48: error of the average: -0.67 meV
k mesh 96 x 96: error of the average: -0.07 meV
Real electronic free-energy shift at 300 K: -2.28 meV
Surface-energy error if F replaces E0: 0.141 eV/nm^2
```
